# Mean carrier energy in a Gaussian organic density of states

An amorphous organic semiconductor has no band edge. Each molecule offers a localized site, and the site energies scatter because the surroundings differ from molecule to molecule. Take the electron sites to have the density

$$g(E)=\frac{N}{\sigma\sqrt{2\pi}}\exp\!\left[-\frac{(E-E_0)^2}{2\sigma^2}\right],$$

where $N$ is the number of sites per volume, $E_0$ the centre and $\sigma$ the standard deviation. A site holds at most one electron, the electrons do not interact, and they are in equilibrium at temperature $T$ and chemical potential $\mu$. The probability that a site of energy $E$ is occupied is then

$$f(E)=\frac{1}{e^{(E-\mu)/kT}+1}.$$

A spin factor $\gamma$ multiplying the weight of the occupied state would replace $\mu$ by $\mu+kT\ln\gamma$ and change nothing else. Write $\varepsilon=E-E_0$, $s=\sigma/kT$ and $\Delta=E_0-\mu$. At a contact in equilibrium, $\mu$ is the Fermi level of the metal and $\Delta$ is the barrier measured to the centre of the distribution.

The numerical case is an electron contact to an amorphous molecular film, with round parameters: $\sigma=0.10$ eV, $N=10^{21}$ cm$^{-3}$, relative permittivity $3$, $\Delta=0.70$ eV and $T=300$ K. Hence $kT=0.02585$ eV, $s=3.868$ and $s^2=14.96$.

## (a) Where do the carriers sit when they are few?

**Suppose the occupied sites are nearly all sparsely filled, so that $f$ may be replaced by its Boltzmann form. Find the mean energy and the energy spread of the electrons.**

The mean energy is an average over electrons, so each energy is weighted by $g f$, not by $g$ alone:

$$\langle E\rangle=\frac{\int E\,g f\,dE}{\int g f\,dE}.$$

In the nondegenerate regime the 1 in the denominator of $f$ is dropped. Since $E-\mu=\varepsilon+\Delta$,

$$f\approx f_B=e^{-(E-\mu)/kT}=e^{-\Delta/kT}e^{-\varepsilon/kT}.$$

The factor $e^{-\Delta/kT}$ and the prefactor of $g$ cancel in the ratio. What remains is the exponent, in which we complete the square:

$$\begin{aligned}
-\frac{\varepsilon^2}{2\sigma^2}-\frac{\varepsilon}{kT}
&=-\frac{1}{2\sigma^2}\left(\varepsilon^2+2\varepsilon\frac{\sigma^2}{kT}\right)\\
&=-\frac{1}{2\sigma^2}\left(\varepsilon+\frac{\sigma^2}{kT}\right)^2+\frac{\sigma^2}{2(kT)^2}.
\end{aligned}$$

The last term is constant and also cancels. The electrons therefore have a Gaussian energy distribution with the same standard deviation $\sigma$ as the sites, and its centre is

$$\boxed{\langle E\rangle=E_B\equiv E_0-\frac{\sigma^2}{kT}}.$$

The displacement is the variance of the site energies divided by the thermal energy. Its sign follows from the Boltzmann factor, which favours low energies. Its size follows from a balance: going down in energy, the Boltzmann factor grows at the logarithmic rate $1/kT$, while the site density falls at the rate $|\varepsilon|/\sigma^2$. The two rates are equal at $|\varepsilon|=\sigma^2/kT$.

For the example,

$$\frac{\sigma^2}{kT}=\frac{(0.10)^2}{0.02585}\ \text{eV}=0.387\ \text{eV},$$

almost four standard deviations below the centre. The mean lies 0.464 eV below the centre at 250 K and 0.332 eV below it at 350 K. Because $\sigma$ enters squared, a 10% error in $\sigma$ changes the displacement by about 20%.

For holes in a Gaussian distribution of occupied levels, the small quantity is $1-f\approx e^{-(\mu-E)/kT}$. The linear term in the exponent changes sign, and the mean lies at $E_0+\sigma^2/kT$. On an electron energy scale holes are displaced upward. Both kinds of carrier move into the gap.

## (b) What does the displacement do to the carrier density?

**Find the nondegenerate density $n_B$ and the slope of $\ln n_B$ against $1/kT$ at fixed $\Delta$, $\sigma$ and $N$.**

The constants that cancelled in part (a) now matter. The displaced Gaussian integrates to the same area as the original one, so

$$n_B=\int g f_B\,dE=N\exp\!\left[-\frac{\Delta}{kT}+\frac{\sigma^2}{2(kT)^2}\right]
=N\exp\!\left[-\frac{\Delta-\sigma^2/(2kT)}{kT}\right].$$

Disorder raises the density as if the barrier were lower by $\sigma^2/(2kT)=0.193$ eV, which is half of the mean-energy displacement. In numbers, the density without disorder would be $1.74\times10^{9}$ cm$^{-3}$. The factor $e^{s^2/2}=1775$ raises it to $n_B=3.09\times10^{12}$ cm$^{-3}$.

For the slope, set $\beta=1/kT$. Then $\ln n_B=\ln N-\beta\Delta+\beta^2\sigma^2/2$, and

$$-\frac{d\ln n_B}{d\beta}=\Delta-\beta\sigma^2=\Delta-\frac{\sigma^2}{kT}=E_B-\mu .$$

The full displacement appears here, because differentiating $\beta^2/2$ removes the factor one half. The slope is the mean electron energy measured from $\mu$. At 300 K it is $0.700-0.387=0.313$ eV, while the effective barrier in the density itself is $0.700-0.193=0.507$ eV. They differ because the effective barrier depends on temperature. This slope belongs to the density; a current also contains the temperature dependence of the mobility.

## (c) What is the mean energy at any filling?

**Keep the full Fermi function. Find the mean energy, and identify the error of the result in part (a).**

Differentiating the Gaussian gives $g'=-\varepsilon g/\sigma^2$, that is, $\varepsilon g=-\sigma^2g'$. Integration by parts yields

$$\int\varepsilon g f\,dE=-\sigma^2\int g'f\,dE=-\sigma^2\big[g f\big]_{-\infty}^{\infty}+\sigma^2\int g f'\,dE .$$

The boundary term vanishes because $g\to0$ at both ends and $f$ is bounded. With $x=(E-\mu)/kT$,

$$f'=-\frac{1}{kT}\frac{e^x}{(e^x+1)^2}=-\frac{f(1-f)}{kT},$$

since $e^x/(e^x+1)=1-f$. Therefore

$$\int\varepsilon g f\,dE=-\frac{\sigma^2}{kT}\left(\int g f\,dE-\int g f^2\,dE\right).$$

Dividing by $\int g f\,dE$ gives

$$\boxed{\langle E\rangle=E_0-\frac{\sigma^2}{kT}(1-F)},\qquad F=\frac{\int g f^2\,dE}{\int g f\,dE}.$$

No approximation has been made within the model. The quantity $F$ is the occupation $f$ averaged over the electrons: it tells how full, on average, the sites are on which electrons sit. It is also the error of the simple displacement, relative to $\sigma^2/kT$. Since $0<f<1$, we have $0<F<1$, so filling makes the displacement smaller than $\sigma^2/kT$. The low sites are limited to one electron each, and further electrons must go higher.

Two limits show how this works. If $\mu$ is raised far above the distribution, all sites fill, $F\to1$ and the mean returns to $E_0$. If instead $T\to0$ at fixed $\mu$, the simple law diverges, but $f(1-f)/kT$ becomes a delta function at $\mu$, because it equals $-f'$. Then

$$\langle E\rangle\to E_0-\frac{\sigma^2g(\mu)}{\int_{-\infty}^{\mu}g\,dE},$$

which is finite: it is the mean energy of the sites below $\mu$.

## (d) When is the gas nondegenerate?

**Bound $F$ in terms of $\Delta$ and $s$. Then examine the case in which $\mu$ coincides with $E_B$.**

From $f=e^{-x}/(1+e^{-x})$ and $1-f=1/(1+e^{-x})$ it follows that $f=f_B(1-f)$. Let $\langle\cdot\rangle_B$ denote an average with weight $g f_B$, the displaced Gaussian of part (a). Then

$$\frac{n}{n_B}=1-\langle f\rangle_B,\qquad
F=\frac{\langle f(1-f)\rangle_B}{1-\langle f\rangle_B}.$$

A mean square is at least the square of the mean, so $\langle f\rangle_B-\langle f^2\rangle_B\le\langle f\rangle_B(1-\langle f\rangle_B)$, and hence $F\le\langle f\rangle_B$. Next, $f\le f_B$ gives $\langle f\rangle_B\le\int g f_B^2\,dE/\int g f_B\,dE$. The numerator is the integral of part (b) with $1/kT$ doubled, namely $N\exp(-2\Delta/kT+2s^2)$. Division by $n_B$ leaves

$$F\le\langle f\rangle_B\le\exp\!\left(-\frac{\Delta}{kT}+\frac{3s^2}{2}\right).$$

A small right-hand side is sufficient for the simple law, but not necessary. In the example the bound is 0.0097, whereas $F=0.0017$. The bound is loose because the integral of $g f_B^2$ is centred at $E_0-2\sigma^2/kT$, or 0.774 eV below the centre. This is below $\mu$, where $f_B$ exceeds 1 and greatly overestimates $f$.

Lowering the barrier at fixed $T=300$ K, $\sigma$ and $N$ gives:

| $\Delta$ (eV) | $E_0-\langle E\rangle$ (eV) | $F$ | $n/n_B$ |
|---|---|---|---|
| 0.70 | 0.386 | 0.002 | 0.998 |
| 0.50 | 0.362 | 0.065 | 0.848 |
| 0.30 | 0.264 | 0.319 | 0.215 |

In the last row $\mu$ lies above $E_B$, and the simple displacement of 0.387 eV is no longer a fair estimate.

Now let $\mu=E_B$, so that $\Delta=\sigma^2/kT$. The displaced Gaussian is symmetric about $\mu$, and $f(\mu+y)+f(\mu-y)=1$. Pairing the energies $\mu\pm y$ gives $\langle f\rangle_B=1/2$, so $n=n_B/2$. The mean energy is less affected. For $kT\ll\sigma$ the function $f(1-f)$ is a narrow peak of area $kT$ at the top of the displaced Gaussian, whose normalized height is $1/(\sigma\sqrt{2\pi})$. Thus

$$F=2\langle f(1-f)\rangle_B\approx\frac{2}{\sqrt{2\pi}}\frac{kT}{\sigma}=\frac{0.80}{s}.$$

With $\Delta$ held at 0.70 eV this point is reached on cooling to 166 K, where $s=\Delta/\sigma=7.0$. The estimate gives $F\approx0.11$, and direct integration gives 0.110. The mean is then 0.623 eV below the centre instead of 0.70 eV. The Boltzmann density is twice the true one, while the simple displacement is too large by only 11% of its own value.

## (e) How much depends on the Gaussian tail?

**Compare the Gaussian with a box-shaped distribution of equal variance, and with a Gaussian that has no sites below $E_0-m\sigma$. Use Boltzmann occupation.**

Consider first any bounded distribution with mean $E_0$ and variance $\sigma^2$. Let an overbar denote the average over sites. To first order in $1/kT$,

$$\langle\varepsilon\rangle=\frac{\overline{\varepsilon\,(1-\varepsilon/kT)}}{\overline{1-\varepsilon/kT}}=-\frac{\sigma^2}{kT},$$

because $\overline{\varepsilon}=0$. At high temperature the variance alone fixes the displacement. At $s\approx4$ it does not.

A box of half-width $w$ has variance $w^2/3$, so equal variance requires $w=\sqrt3\,\sigma=0.173$ eV. Its Boltzmann sum is proportional to $\sinh(\beta w)/\beta$, and minus the logarithmic derivative with respect to $\beta$ is the mean:

$$\langle\varepsilon\rangle=kT-w\coth\frac{w}{kT}.$$

Here the hyperbolic cotangent is practically 1, and $\langle\varepsilon\rangle=0.026-0.173=-0.147$ eV. The electrons have collected at the lower edge, and the displacement is less than half the Gaussian value.

For the cut Gaussian, use $u=(\varepsilon+\sigma^2/kT)/\sigma$, the distance from the displaced centre in units of $\sigma$. The cut $\varepsilon=-m\sigma$ lies at $u=a=s-m$. With the normal density $\varphi(u)=e^{-u^2/2}/\sqrt{2\pi}$, which obeys $u\varphi=-\varphi'$, and its upper tail $Q(a)=\int_a^\infty\varphi\,du$,

$$\langle u\rangle=\frac{\int_a^\infty u\varphi\,du}{Q(a)}=\frac{\varphi(a)}{Q(a)},\qquad
\langle E\rangle=E_B+\sigma\frac{\varphi(a)}{Q(a)}.$$

The displacement is 0.315 eV for $m=4$, 0.363 eV for $m=5$ and 0.383 eV for $m=6$. Relative to 0.387 eV these are reductions of about 19%, 6% and 1%. The sites below $E_B$ number $5.5\times10^{16}$ cm$^{-3}$, a fraction $5.5\times10^{-5}$ of all sites. A width fitted near the centre of the distribution does not establish that this sparse tail is Gaussian.

## (f) How many sites must the electrons explore?

**For $M$ independent random sites, find the sample-to-sample fluctuation of the Boltzmann sum and of the mean energy.**

Let $w_i=e^{-\varepsilon_i/kT}$. Completing the square as before gives $\overline{w}=e^{s^2/2}$ and, with $1/kT$ doubled, $\overline{w^2}=e^{2s^2}$. Variances of independent terms add, so the relative variance of $\sum_i w_i$ is

$$\frac{M(e^{2s^2}-e^{s^2})}{M^2e^{s^2}}=\frac{e^{s^2}-1}{M}.$$

The sample mean differs from $E_B$ by $\sum_iw_i(E_i-E_B)/\sum_iw_i$. For large $M$ the denominator may be replaced by $M\overline{w}$. The weight $w^2$ gives a Gaussian centred at $E_0-2\sigma^2/kT$, a distance $s\sigma$ below $E_B$, so the mean square of $E-E_B$ under that weight is $\sigma^2(1+s^2)$. With this replacement the variance of the sample mean is $\sigma^2(1+s^2)e^{s^2}/M$. When a few very deep sites dominate the sum, this is an overestimate.

Divided by the square of the displacement $s\sigma$, this is $(1+1/s^2)e^{s^2}/M$. For $s$ of order 1 or larger, $M\gg e^{s^2}$ is therefore sufficient to make both relative fluctuations small. In the example $e^{s^2}=3.15\times10^6$ sites, which occupy $3.15\times10^{-15}$ cm$^3$, a cube of edge 147 nm. If the explored volume is much larger than this, the formula describes a single sample with an error that is small relative to the displacement. The argument does not show that so large a volume is necessary. In the example the weight $w^2$ peaks 0.774 eV below the centre, below $\mu$, where the Boltzmann weight overestimates $f$. With the Fermi function the relative variance of the electron number is $(FN/n-1)/M$, which sets the smaller scale of $5.6\times10^5$ sites, a cube of edge 82 nm.

## (g) What changes at a real contact?

**Estimate the effects of the image force, carrier repulsion and slow equilibration, and judge the example against a real device.**

An electron at distance $x$ from a metal is lowered by its image energy $e^2/(16\pi\epsilon_0\epsilon_rx)$. This is 0.12 eV at 1 nm and 0.024 eV at 5 nm. It shifts the local centre and so lowers the local barrier. At 1 nm the barrier becomes 0.58 eV, $F$ rises to 0.021, and the displacement from the local centre is 0.379 eV. The image force thus moves the centre much more than it changes the displacement. At 1 nm, about one site spacing, the continuum image formula is itself rough.

The mean carrier spacing $n^{-1/3}$ is 687 nm, for which the Coulomb energy of a pair is 0.0007 eV, negligible beside $kT$. This does not carry over to low barriers. At $\Delta=0.30$ eV the density is $3.5\times10^{18}$ cm$^{-3}$, the spacing is 6.6 nm, and the pair energy without screening by the metal is about 0.07 eV, larger than $kT$. The injected charge also bends the levels: the Debye length $\sqrt{\epsilon_0\epsilon_rkT/e^2n}$ is about 1 nm at this density, against about 1 µm at the high barrier, so this density holds only right at the contact. The last row of the table in part (d) then describes the model of independent electrons, not a quantitative prediction for a film.

Equilibrium also takes time. A single jump from $E_B$ to the centre costs $\sigma^2/kT$, so with an attempt rate $\nu$ its waiting time is $e^{s^2}/\nu$. For an assumed rough rate of $10^{12}$ s$^{-1}$ this is about 3 µs at 300 K and 400 s at 200 K. It is not the equilibration time of the film. Jumps to intermediate sites cost less energy and shorten the escape from one deep site, but the electrons must also find the rare sites near $E_B$, and tunnelling factors between molecules slow every jump. The mean energy therefore approaches $E_B$ slowly, and reaching it can take a time of this order or longer. Electrons injected near the centre and extracted before they equilibrate should have a mean energy above $E_B$.

The chosen $\sigma$, $N$ and permittivity are roughly typical of amorphous small-molecule films in organic light-emitting diodes. The barrier of 0.70 eV is high for a contact meant to inject well; it was chosen to keep the electrons nondegenerate. If the barrier is a few tenths of an eV, neither sparse filling nor independence of the electrons can be taken for granted: at 0.30 eV, with the other parameters fixed, the displacement falls from 0.387 to 0.264 eV within the model, and the unscreened pair energy exceeds $kT$. At the high barrier, and for a purely Gaussian density of states, filling matters little. The shape of the deep tail matters more, with a reduction of 0.07 eV if the sites end at $4\sigma$, and a 10% error in $\sigma$ changes the displacement by about as much. The tail can also be heavier than Gaussian. The electron density is only $3\times10^{12}$ cm$^{-3}$ and a site at $\mu$ is half full, so impurity traps near $\mu$ that far outnumber this density would hold most of the electrons. The mean would then lie well below $E_B$, and filling would matter again. The numerical output lists most of the values used here; the others follow from them by simple arithmetic.

## Numbers as computed

```
Width sigma = 0.10 eV, site density N = 1.0e+21 cm^-3
Temperature = 300 K, barrier = 0.70 eV, eps_r = 3.0
Thermal energy kT = 0.02585 eV
sigma/kT = 3.868, squared = 14.96
Displacement sigma^2/kT = 0.3868 eV
Boltzmann mean by quadrature = -0.3868 eV from centre
Carrier distribution width = 0.1000 eV
Half displacement (in density) = 0.1934 eV
Boltzmann density = 3.088e+12 cm^-3
Density for sigma = 0 = 1.740e+09 cm^-3
Enhancement exp(s^2/2) = 1775
Arrhenius slope: Boltzmann 0.3132 eV, Fermi 0.3137 eV
Boltzmann mean at 250 K = -0.4642 eV from centre
Boltzmann mean at 350 K = -0.3316 eV from centre
Exact Fermi-Dirac results at the example temperature:
 barrier 0.70 eV: mean -0.3862 eV, F 0.00172, n/nB 0.99755, n 3.080e+12 cm^-3
 barrier 0.50 eV: mean -0.3617 eV, F 0.06494, n/nB 0.84797, n 5.996e+15 cm^-3
 barrier 0.30 eV: mean -0.2636 eV, F 0.31862, n/nB 0.21512, n 3.484e+18 cm^-3
Upper bound on F at barrier 0.70 eV = 0.00972
Displaced centre meets mu at T = 165.8 K
 there: n/nB 0.5000, F 0.1104, exact mean -0.6227 eV
Size of neglected effects:
Box density of states, same variance: mean -0.1474 eV
Tail cut at 4 sigma: mean -0.3152 eV
Tail cut at 5 sigma: mean -0.3627 eV
Tail cut at 6 sigma: mean -0.3826 eV
Sites below displaced centre = 5.48e+16 cm^-3
Self-averaging scale exp(s^2) = 3.15e+06 sites
 as a cube of film: edge 147 nm
Image lowering at 1 nm = 0.1200 eV: F 0.0209, mean -0.3787 eV from local centre
Image lowering at 5 nm = 0.0240 eV: F 0.0031, mean -0.3856 eV from local centre
Carrier spacing = 687 nm, repulsion = 0.00070 eV
Assumed attempt rate = 1e+12 1/s (rough)
Activation time to centre at 300 K = 3.1e-06 s (rough)
Activation time to centre at 200 K = 4.2e+02 s (rough)
```
